# Effective thermal conductivity of a thin film with two resistive interfaces

**Question**

I am working through an exercise on heat flow in a phase-change memory cell. A film 20 nm thick has thermal conductivity 0.4 W/(m K), and there are "two interface resistances of $10^{-8}$ m² K/W". I am asked to show that the effective conductivity is about 0.29 W/(m K).

I added the interface resistance to that of the film and got

$$
\frac{20\times10^{-9}}{5\times10^{-8}+1\times10^{-8}}=0.33\ \text{W/(m K)},
$$

which is not the stated value. What have I missed? There are also two things I don't understand about the result:

1. Can I put the effective conductivity into the heat equation for a cell in which the current heats the phase-change film itself?
2. The calculation assumes a steady state, but the cell is driven by short pulses. When is that allowed?

**Answer**

You have counted one interface. The value $10^{-8}$ m² K/W belongs to each of the two, and heat crossing from one contact to the other must pass both. Your 0.33 W/(m K) would be right if $10^{-8}$ were the sum for the pair. The full derivation is worth writing out, because it also answers your other two questions.

**Setting up the problem**

Let the film occupy $0<x<d$, with a hot contact at temperature $T_h$ on the left and a cold one at $T_c$ on the right. The film is wide compared with $d$, so heat flows along $x$ alone. Let $J$ be the heat flux, in W/m², counted positive towards increasing $x$. With volumetric heat capacity $C$ and a heat source of power density $q$, energy conservation reads

$$
C\,\frac{\partial T}{\partial t}=-\frac{\partial J}{\partial x}+q .
$$

Inside the film I assume Fourier's law with constant conductivity $k$,

$$
J=-k\,\frac{\partial T}{\partial x}.
$$

An interface is treated as a surface without thickness or heat capacity. The flux through it is continuous, but the temperature jumps by $JR$. This defines the boundary resistance $R$, which I take to be the same at both faces and independent of temperature and film thickness.

**Heat passing through the film**

In the steady state the time derivative vanishes. Without a source, $q=0$, so $dJ/dx=0$, and the same $J$ crosses the first interface, the film and the second interface. The three temperature drops are

$$
T_h-T(0)=JR,\qquad T(0)-T(d)=\frac{Jd}{k},\qquad T(d)-T_c=JR .
$$

The middle one comes from integrating $dT/dx=-J/k$ from $0$ to $d$. When the three are added, the face temperatures $T(0)$ and $T(d)$ cancel:

$$
T_h-T_c=J\left(\frac{d}{k}+2R\right).
$$

The effective conductivity is that of an imaginary film of the same thickness $d$, perfectly joined to the contacts, which carries the same flux for the same contact temperatures:

$$
J=k_{\rm eff}\,\frac{T_h-T_c}{d}.
$$

Solving for $k_{\rm eff}$ and inserting the sum of the drops gives

$$
k_{\rm eff}=\frac{Jd}{T_h-T_c}=\frac{d}{d/k+2R},
\qquad\text{or}\qquad
\frac{1}{k_{\rm eff}}=\frac1k+\frac{2R}{d}.
$$

For your film,

$$
\frac dk=\frac{20\times10^{-9}}{0.4}=5\times10^{-8}\ \text{m² K/W},
\qquad 2R=2\times10^{-8}\ \text{m² K/W},
$$

and therefore

$$
k_{\rm eff}=\frac{20\times10^{-9}}{7\times10^{-8}}=0.286\approx0.29\ \text{W/(m K)}.
$$

If the interfaces had different resistances $R_1$ and $R_2$, the first and last drops would be $JR_1$ and $JR_2$, and $2R$ would become $R_1+R_2$. The effective conductivity depends on their sum, although the temperatures inside the film depend on how that sum is divided.

To see where the temperature falls, let the contacts differ by 70 K. The flux is

$$
J=\frac{70}{7\times10^{-8}}=1.0\times10^{9}\ \text{W/m²}.
$$

Each interface takes $JR=10$ K, and the film takes $Jd/k=50$ K. The material still conducts with $k=0.4$ W/(m K): dividing $Jd$ by the 50 K inside the film returns that value. Dividing by the 70 K between the contacts gives 0.286 W/(m K). The two conductivities differ because they refer to different temperature differences.

**Why the result belongs to this thickness**

It helps to express $R$ as a length. A layer of the film material with thickness

$$
L=kR=0.4\times10^{-8}\ \text{m}=4\ \text{nm}
$$

has resistance $L/k=R$, the same as one interface. This is called the Kapitza length. Multiplying numerator and denominator of $k_{\rm eff}$ by $k/d$ gives

$$
k_{\rm eff}=\frac{k}{1+2L/d}=k\,\frac{d}{d+2L}.
$$

Thermally, the 20 nm film resists like 28 nm of its own material, and $0.4\times20/28=0.286$ W/(m K), as before.

The two limits are instructive:

- For $d\gg 2L$, the film dominates and $k_{\rm eff}\approx k(1-2L/d)$. At 100 nm the full formula gives 0.370 W/(m K), still noticeably below 0.4.
- For $d\ll 2L$, the interfaces dominate and $k_{\rm eff}\approx d/(2R)$, which no longer contains $k$.

Between them, at $d=2L=8$ nm, the film and the pair of interfaces have equal resistances, and $k_{\rm eff}=k/2=0.200$ W/(m K). At 10 nm the value is 0.222 and at 40 nm it is 0.333 W/(m K). So 0.29 W/(m K) should not be carried over to a film of another thickness.

For the same reason, a measurement of $k_{\rm eff}$ at one thickness cannot separate $k$ from $R$: it supplies one equation for two unknowns. Measurements at several thicknesses can, provided $k$ and $R$ stay the same from film to film, because

$$
\frac{d}{k_{\rm eff}}=\frac dk+2R
$$

is a straight line in $d$ with slope $1/k$ and intercept $2R$.

The thin-film limit needs some caution. Fourier's law with a constant $k$ presupposes that the heat carriers scatter over distances short compared with $d$. Where that fails, the formula cannot be trusted, even though it still returns a number.

**Your first question: a film heated by its own current**

In general you cannot. When both contacts are held at the same temperature and the two interfaces have equal resistances, for example, $k_{\rm eff}$ gives too low a peak temperature. For strongly unequal interfaces the error can have the opposite sign. Its derivation used a flux that is the same everywhere, whereas a heat source inside the film makes the flux vary with position.

Take uniform heating $q$ and hold both contacts at the same temperature $T_0$. Measure position from the centre, $z=x-d/2$. In the steady state $dJ/dz=q$. By symmetry no heat crosses the centre, so $J(0)=0$ and

$$
J(z)=qz .
$$

At the right face the flux is $J(d/2)=qd/2$: half of the heat produced leaves through each side. The face is therefore hotter than its contact by

$$
T_{\rm face}-T_0=R\,\frac{qd}{2}.
$$

Inside the film, $dT/dz=-qz/k$. Integrating from the centre to the face gives

$$
T_{\rm centre}-T_{\rm face}=\int_0^{d/2}\frac{qz}{k}\,dz=\frac{q}{2k}\left(\frac d2\right)^2=\frac{qd^2}{8k}.
$$

The temperature falls away from the centre on both sides, so the centre is the hottest point. Its rise above the contacts is

$$
\Delta T_{\rm peak}=\frac{qd^2}{8k}+\frac{qdR}{2}.
$$

One can still define a conductivity $k_{\rm peak}$ that reproduces this rise in a perfectly joined film, by requiring $\Delta T_{\rm peak}=qd^2/(8k_{\rm peak})$. Multiplying both expressions for the rise by $8/(qd^2)$ yields

$$
\frac1{k_{\rm peak}}=\frac1k+\frac{4R}{d}.
$$

The interface term is twice as large as in $1/k_{\rm eff}$. The reason lies in the flux. All the heat produced in one half of the film crosses the interface, giving a flux $qd/2$ there. Within that half the flux grows linearly from zero, so its average is $qd/4$. The interface carries twice the average flux of the material next to it, and its resistance counts twice as much relative to that material.

For your film,

$$
\frac1{k_{\rm peak}}=2.5+2.0=4.5\ \text{m K/W},
\qquad k_{\rm peak}=0.222\ \text{W/(m K)}.
$$

With $q=2\times10^{18}$ W/m³, chosen as a round value, the two parts of the rise are

$$
\frac{qd^2}{8k}=\frac{(2\times10^{18})(4\times10^{-16})}{8\times0.4}=250\ \text{K},
$$

$$
\frac{qdR}{2}=\frac{(2\times10^{18})(2\times10^{-8})(10^{-8})}{2}=200\ \text{K}.
$$

The peak rise is 450 K. Putting $k_{\rm eff}$ into $qd^2/(8k_{\rm eff})$ would give 350 K, which is 100 K too low, or 22% of the correct rise in this model. An error of that size matters when the question is whether a pulse melts the film.

The safe procedure is to keep $k=0.4$ W/(m K) inside the film and impose the jump $JR$ at each face. That treats both situations correctly within the stated assumptions. If you do this, do not also replace $k$ by $k_{\rm eff}$, since the interfaces would then be counted twice. The effective value is suited to a film that merely passes on heat produced elsewhere, for example in a separate heater, once the steady state is reached. It then gives the correct flux for given contact temperatures, but not the temperature profile inside the film, because it spreads the interface jumps over the thickness. For equal interfaces the two profiles agree only at the centre, and in the 70 K example they differ by 10 K at each face.

The 450 K is a result for constant $k$, $R$ and $q$ with contacts held at fixed temperature. A real cell can depart from each of these conditions, and its heat flow is usually not one-dimensional. In particular, a film that carries current also conducts heat through its electrons. By the Wiedemann–Franz law, with Lorenz number $2.44\times10^{-8}$ W Ω/K², that part is about 1.8 W/(m K) at 750 K for a resistivity of $10^{-5}$ Ω m and about 0.18 W/(m K) for $10^{-4}$ Ω m, so $k=0.4$ W/(m K) fits only a fairly resistive film. Melting also absorbs latent heat, which is left out here.

**Your second question: short pulses**

The steady formulas apply once the film has had time to settle. Suppose the contact temperatures and $q$ are switched to new constant values. Let $\theta(z,t)$ be the difference between the actual temperature and the new steady profile. The source and the contact temperatures cancel in this difference, leaving

$$
C\,\frac{\partial\theta}{\partial t}=k\,\frac{\partial^2\theta}{\partial z^2},
\qquad
-k\,\frac{\partial\theta}{\partial z}=\frac{\theta}{R}\ \text{ at } z=\frac d2,
$$

with the mirror-image condition at $z=-d/2$. Try an even mode,

$$
\theta=\cos\!\left(\frac{2bz}{d}\right)e^{-t/\tau}.
$$

Two derivatives in $z$ give a factor $-(2b/d)^2$, and the time derivative gives $-1/\tau$. The heat equation then requires

$$
\frac C\tau=k\left(\frac{2b}{d}\right)^2
\qquad\Longrightarrow\qquad
\tau=\frac{Cd^2}{4kb^2}.
$$

The condition at the face becomes

$$
k\,\frac{2b}{d}\sin b=\frac{\cos b}{R}
\qquad\Longrightarrow\qquad
b\tan b=\frac{d}{2kR}=2.5 .
$$

On $0<b<\pi/2$ the left side rises steadily from zero to infinity, so there is one root in this interval, $b=1.142$. Odd modes, proportional to $\sin(2bz/d)$, obey $\tan b=-(2kR/d)\,b$. This has no solution for $0<b\le\pi/2$, because the tangent is positive or infinite there while the right side is negative and finite. Odd modes therefore have larger $b$ and decay faster, and the even mode found above is the slowest.

With the round value $C=1.5\times10^6$ J/(m³ K),

$$
\tau=\frac{(1.5\times10^{6})(4\times10^{-16})}{4\times0.4\times(1.142)^2}\ \text{s}=0.29\ \text{ns}.
$$

For perfect contacts, $R\to0$, the right side of the condition on $b$ tends to infinity, so $b\to\pi/2$ and $\tau=0.15$ ns. The interfaces thus nearly double the settling time, because they hinder the escape of heat.

A pulse of 10 ns lasts more than thirty times $\tau$, and the steady treatment of the film is justified for nearly all of it. For a pulse of a few tenths of a nanosecond it is not. This $\tau$ describes the film between contacts of fixed temperature. If the electrodes or the surrounding insulator warm up during the pulse, their own settling times must be considered separately.

The numerical output below includes finite-element solutions of the heat equation with these interface conditions. They were tested against the formulas for $k_{\rm eff}$, the self-heated peak and the slowest decay time, and agree within the numerical tolerances.

## Values computed for the example and the checks

```
Film thickness d = 20.0 nm
Intrinsic conductivity k = 0.400 W/(m K)
Resistance of each interface R = 1.00e-08 m^2 K/W
Film resistance d/k = 5.00e-08 m^2 K/W
Both interfaces 2R = 2.00e-08 m^2 K/W
Total resistance = 7.00e-08 m^2 K/W
k_eff from formula = 0.2857 W/(m K)
k_eff from finite elements = 0.2857 W/(m K)
k_eff / k = 0.7143
Interface share of total resistance = 0.2857
k_eff, interfaces 0.5R and 1.5R (FE) = 0.2857 W/(m K)
k_eff if only one interface counted = 0.3333 W/(m K)
Contact temperature difference = 70.0 K
Heat flux (FE) = 1.0000e+09 W/m^2
Jump at hot interface (FE) = 10.00 K
Drop inside film (FE) = 50.00 K
Jump at cold interface (FE) = 10.00 K
Kapitza length kR = 4.00 nm
k_eff (FE) at d = 5 nm: 0.1538 W/(m K)
k_eff (FE) at d = 8 nm: 0.2000 W/(m K)
k_eff (FE) at d = 10 nm: 0.2222 W/(m K)
k_eff (FE) at d = 20 nm: 0.2857 W/(m K)
k_eff (FE) at d = 40 nm: 0.3333 W/(m K)
k_eff (FE) at d = 100 nm: 0.3704 W/(m K)
k_eff (FE) at d = 1000 nm: 0.3968 W/(m K)
Power density q = 2.00e+18 W/m^3
Self-heated: rise at film faces (FE) = 200.0 K
Self-heated: centre above faces (FE) = 250.0 K
Self-heated: peak rise (FE) = 450.0 K
Peak rise if k_eff is misused = 350.0 K
k_peak for self-heating = 0.2222 W/(m K)
Heat capacity C = 1.50e+06 J/(m^3 K)
d/(2kR) = 2.500 (dimensionless)
Root b = 1.1422 rad
Slowest decay time tau = 0.287 ns
tau with perfect contacts = 0.152 ns
```
